**Causal Dyson equation of linear-response density functional theory**

The program examines \(\chi=\chi_s+\chi_sf_{Hxc}\chi\), equivalent to \(f_{xc}=\chi_s^{-1}-\chi^{-1}-w\), where \(\chi\) and \(\chi_s\) are the retarded density responses to the external and Kohn-Sham potentials, \(w\) is the Coulomb interaction and \(f_{Hxc}=w+f_{xc}\). For two electrons on an asymmetric Hubbard dimer, it propagates wavefunctions to find the potentials that produce a prescribed density pulse. It asserts that their difference agrees with the retarded kernel; the largest deviation is about \(10^{-5}\) in the model's energy unit, against 0.91 when the memory term is dropped. It also asserts that the external potential keeps ringing after the density has returned to its ground-state value, and that a time-symmetrised kernel would act before the pulse. Further assertions compare the kick response with the commutator formula, the static kernel with finite differences, and the poles of the Dyson equation with diagonalization. A three-site model tests the matrix form at zero frequency. A one-dimensional soft-Coulomb atom on two grids shows the lattice mismatch behind the \(\omega^2\) term falling by a factor of 4.08 when the spacing is halved.

## Program and output

```python
"""Linear-response Dyson equation of time-dependent density functional theory.

Result under test: chi = chi_s + chi_s f_Hxc chi with retarded functions, so
f_Hxc = 1/chi_s - 1/chi and f_xc = f_Hxc - f_H.
Main model: two electrons (singlet) on a Hubbard dimer,
H = hopping + U * double occupancy + v * q,  q = (n1 - n2)/2.
chi = dq/dv, chi_s = dq/dv_s, f_H = 2U.  hbar = 1, energy unit E = 2*hopping.
Near the ground state f_Hxc(w) = c2*w^2 + c0 + M/(w^2 - z^2).
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh

HOP, U, V0 = 0.5, 1.0, 1.0
Q = np.diag([1.0, -1.0, 0.0])     # basis: both on site 1, both on site 2, covalent


def dimer(u, v):
    b = -np.sqrt(2) * HOP
    return np.array([[u + v, 0, b], [0, u - v, b], [b, b, 0]])


def ground(h):
    return np.linalg.eigh(h)[1][:, 0]


def density(h):
    g = ground(h)
    return g @ Q @ g


def poles(h):
    """Excitation energies and weights a_k of chi = sum a_k/(w^2 - W_k^2)."""
    e, c = np.linalg.eigh(h)
    gap = e[1:] - e[0]
    return gap, 2 * gap * (c[:, 0] @ Q @ c[:, 1:])**2


def ks_potential(q):
    return -2 * HOP * q / np.sqrt(1 - q * q)


# ---------- ground state, response functions and kernel coefficients ----------
h_int = dimer(U, V0)
q0 = density(h_int)
vs0 = ks_potential(q0)
h_ks = dimer(0.0, vs0)
assert abs(density(h_ks) - q0) < 1e-12
W, a = poles(h_int)
Wks, aks = poles(h_ks)
assert aks[1] < 1e-12 and a[1] > 1e-3          # one KS pole, two interacting poles
Ws, Ss, S = Wks[0], aks[0], a.sum()
assert abs(Ss - 4 * HOP**2 / Ws) < 1e-12
psi0 = ground(h_int)
hop_energy = psi0 @ dimer(0.0, 0.0) @ psi0
assert abs(S + hop_energy) < 1e-12             # high-frequency weight = bond strength

A, B = W**2
Z = (a[0] * B + a[1] * A) / S
z = np.sqrt(Z)
c2 = 1 / Ss - 1 / S
c0 = (A + B - Z) / S - Ws**2 / Ss
M = -(Z - A) * (Z - B) / S
f_static = c0 - M / Z

# static kernel from the potentials of neighbouring ground states
d = 1e-4
qp, qm = density(dimer(U, V0 + d)), density(dimer(U, V0 - d))
f_fd = (ks_potential(qp) - ks_potential(qm) - 2 * d) / (qp - qm)
assert abs(f_fd - f_static) < 1e-5

# excitation energies as zeros of 1 - chi_s f_Hxc
poly = np.polysub(np.polymul([1 / Ss - c2, -Ws**2 / Ss - c0], [1, -Z]), [M])
W_dyson = np.sqrt(np.sort(np.roots(poly).real))
assert np.allclose(W_dyson, W, atol=1e-8)
W_adiabatic = np.sqrt(Ws**2 + Ss * f_static)

# ---------- retarded and time-ordered response from their definitions ----------
e0 = np.linalg.eigvalsh(h_int)[0]


def time_ordered(tau):
    dq = Q - q0 * np.eye(3)
    later = expm(-1j * (h_int - e0 * np.eye(3)) * abs(tau))
    return -1j * (psi0 @ dq @ later @ dq @ psi0)


def after_kick(strength, t):
    psi = expm(-1j * h_int * t) @ expm(-1j * strength * Q) @ psi0
    return (psi.conj() @ Q @ psi).real


t_kick = 2.0
kick = (after_kick(d, t_kick) - after_kick(-d, t_kick)) / (2 * d)
chi_formula = -np.sum(a / W * np.sin(W * t_kick))
assert abs(kick - chi_formula) < 1e-6
assert abs(kick - 2 * time_ordered(t_kick).real) < 1e-6
chi_T_before = time_ordered(-1.0)
assert abs(chi_T_before) > 0.1                 # nonzero before the cause

# ---------- potentials that produce a prescribed density pulse ----------
T_PULSE, T_END, DT, EPS = 3.0, 10.0, 0.005, 1e-4
w0 = 2 * np.pi / T_PULSE
t = np.arange(0, T_END + DT / 2, DT)
g = np.where(t < T_PULSE, np.sin(np.pi * t / T_PULSE)**4, 0.0)


def g_second(s):
    if s >= T_PULSE:
        return 0.0
    return 0.5 * w0**2 * (np.cos(w0 * s) - np.cos(2 * w0 * s))


def driven(h, eps):
    """Propagate with the field that forces q(t) = q(0) + eps*g(t)."""
    current = 1j * (h @ Q - Q @ h)
    acc_free = 1j * (h @ current - current @ h)
    acc_field = 1j * (Q @ current - current @ Q)

    def field(s, psi):
        free = (psi.conj() @ acc_free @ psi).real
        return (eps * g_second(s) - free) / (psi.conj() @ acc_field @ psi).real

    def rhs(s, psi):
        return -1j * (h @ psi + field(s, psi) * (Q @ psi))

    sol = solve_ivp(rhs, (0, t[-1]), ground(h).astype(complex), method="DOP853",
                    t_eval=t, rtol=1e-12, atol=1e-14, max_step=0.05)
    assert sol.success
    states = sol.y.T
    v = np.array([field(s, p) for s, p in zip(t, states)])
    q = np.array([(p.conj() @ Q @ p).real for p in states])
    return v, q


def linear_potential(h):
    vp, q_plus = driven(h, EPS)
    vm, q_minus = driven(h, -EPS)
    assert np.max(np.abs((q_plus - q_minus) / (2 * EPS) - g)) < 1e-4
    return (vp - vm) / (2 * EPS)


def convolve(kernel, signal):
    return DT * np.convolve(kernel, signal)[:len(t)]


dv = linear_potential(h_int)
dvs = linear_potential(h_ks)
dv_hxc = dvs - dv
g2 = np.array([g_second(s) for s in t])
instant = c0 * g - c2 * g2
memory = -(M / z) * convolve(np.sin(z * t), g)
predicted = instant + memory
err_kernel = np.max(np.abs(predicted - dv_hxc))
err_no_memory = np.max(np.abs(instant - dv_hxc))
assert err_kernel < 3e-4 and err_no_memory > 0.1

# time-domain Dyson equation: external potential from propagation, kernel from formula
chi_s_t = -Ss / Ws * np.sin(Ws * t)
chi_t = -sum(ak / wk * np.sin(wk * t) for ak, wk in zip(a, W))
err_dyson = np.max(np.abs(convolve(chi_s_t, dv + predicted) - g))
err_chi = np.max(np.abs(convolve(chi_t, dv) - g))
assert err_dyson < 5e-4 and err_chi < 5e-4

# after the pulse: external potential rings at z, KS potential is at rest
after = t > T_PULSE + DT
ring = np.max(np.abs(dv[after]))
g_at_z = abs(DT * np.sum(g * np.exp(1j * z * t)))
assert abs(ring - M / z * g_at_z) < 1e-3 and ring > 0.1
assert np.max(np.abs(dvs[after])) < 3e-4

# symmetrised memory (real part of the time-ordered one) acts before the pulse
early = np.linspace(-3, 0, 301)
sym_early = np.array([-(M / (2 * z)) * DT * np.sum(np.sin(z * abs(s - t)) * g)
                      for s in early])
precursor = np.max(np.abs(sym_early))
assert precursor > 0.1

# Fourier transform of the time-ordered memory equals M/(w^2 - z^2)
eta, w_test, step = 0.01, 1.0, 0.01
tau = np.arange(0, 1500, step)
mem_T = -1j * M / (2 * z) * np.exp(-1j * z * tau - eta * tau)
integrand = 2 * np.cos(w_test * tau) * mem_T
ft = step * (integrand.sum() - 0.5 * integrand[0])
# the damping eta shifts the result by a relative amount of order eta/z
assert abs(ft - M / (w_test**2 - Z)) < 0.02 * abs(M / (w_test**2 - Z))

# ---------- matrix form: two electrons on three sites ----------
K3 = -HOP * (np.eye(3, k=1) + np.eye(3, k=-1))
W3 = np.array([[1 / (1 + abs(i - j)) for j in range(3)] for i in range(3)])
I3 = np.eye(3)
N3 = np.array([np.diag(np.kron(np.diag(I3[i]), I3) + np.kron(I3, np.diag(I3[i])))
               for i in range(3)])


def three_site(v, interaction):
    h1 = K3 + np.diag(v)
    h = np.kron(h1, I3) + np.kron(I3, h1) + np.diag(interaction.ravel())
    e, c = np.linalg.eigh(h)
    m = (N3 * c[:, 0]) @ c[:, 1:]
    chi = -(m * (2 / (e[1:] - e[0]))) @ m.T
    return N3 @ c[:, 0]**2, chi


def vs_three(n):
    phi = np.sqrt(n)
    return -(K3 @ phi) / phi


v3 = np.array([0.0, 0.5, -0.3])
n3, chi3 = three_site(v3, W3)
n3s, chi3s = three_site(vs_three(n3), 0 * W3)
assert np.allclose(n3, n3s, atol=1e-10)
assert np.max(np.abs(chi3 @ np.ones(3))) < 1e-10
F3 = np.linalg.pinv(chi3s, rcond=1e-9) - np.linalg.pinv(chi3, rcond=1e-9)
err3 = 0.0
for u in (np.array([1.0, -1, 0]), np.array([0, 1.0, -1])):
    n_p, n_m = three_site(v3 + d * u, W3)[0], three_site(v3 - d * u, W3)[0]
    dn = (n_p - n_m) / (2 * d)
    dvh = (vs_three(n_p) - vs_three(n_m)) / (2 * d) - u
    err3 = max(err3, np.max(np.abs(F3 @ dn - (dvh - dvh.mean()))))
assert err3 < 1e-5


# ---------- continuum limit of the w^2 term: 1D soft-Coulomb atom ----------
def bond_deficit(h):
    """1 - (interacting bond order)/(KS bond order), summed over the grid."""
    n_pts = int(round(16 / h)) - 1
    x = -8 + h * np.arange(1, n_pts + 1)
    h1 = diags([-0.5 / h**2, 1 / h**2, -0.5 / h**2], [-1, 0, 1],
               shape=(n_pts, n_pts)) - diags(2 / np.sqrt(x**2 + 1))
    rep = 1 / np.sqrt((x[:, None] - x[None, :])**2 + 1)
    one = identity(n_pts)
    ham = (kron(h1, one) + kron(one, h1) + diags(rep.ravel())).tocsc()
    start = np.exp(-np.abs(x)[:, None] - np.abs(x)[None, :]).ravel()
    psi = eigsh(ham, k=1, sigma=-3.0, v0=start)[1][:, 0].reshape(n_pts, n_pts)
    n = 2 * np.sum(psi**2, axis=1)
    bond = 2 * np.sum(psi[:-1] * psi[1:])
    return 1 - bond / np.sum(np.sqrt(n[:-1] * n[1:]))


coarse, fine = bond_deficit(0.4), bond_deficit(0.2)
assert fine > 0 and 3.0 < coarse / fine < 5.0   # vanishes as spacing squared

# ---------- report ----------
i1, i2 = int(round(1.5 / DT)), int(round(5.0 / DT))
print("Energy unit E = 2*hopping, hbar = 1, time unit 1/E")
print(f"hopping, U, site-energy difference v: {HOP}, {U}, {V0} E")
print(f"ground-state q = (n1-n2)/2: {q0:.5f}")
print(f"KS site-energy difference v_s: {vs0:.5f} E")
print(f"interacting excitations W1, W2: {W[0]:.5f}, {W[1]:.5f} E")
print(f"weights a1, a2 of chi: {a[0]:.5f}, {a[1]:.5f} E")
print(f"sum of weights S (= minus hopping energy): {S:.5f} E")
print(f"KS excitation W_s: {Ws:.5f} E")
print(f"KS weight S_s: {Ss:.5f} E")
print(f"zero of chi, z: {z:.5f} E")
print(f"kernel coefficient c2: {c2:.5f} 1/E")
print(f"kernel coefficient c0: {c0:.5f} E")
print(f"kernel coefficient M: {M:.5f} E^3")
print(f"memory amplitude M/z: {M / z:.5f} E^2")
print(f"static f_Hxc(0), formula: {f_static:.5f} E")
print(f"static f_Hxc(0), finite difference: {f_fd:.5f} E")
print(f"Hartree kernel 2U: {2 * U:.5f} E")
print(f"static f_xc(0): {f_static - 2 * U:.5f} E")
print(f"Dyson poles, full kernel: {W_dyson[0]:.5f}, {W_dyson[1]:.5f} E")
print(f"Dyson pole, kernel frozen at f(0): {W_adiabatic:.5f} E")
print(f"kick response at time 2/E, propagated: {kick:.5f}")
print(f"kick response at time 2/E, commutator formula: {chi_formula:.5f}")
print(f"time-ordered chi at time -1/E: {chi_T_before.real:.5f} "
      f"{chi_T_before.imag:+.5f} i")
print(f"density pulse: duration {T_PULSE} 1/E, peak 1 (per unit amplitude)")
for i in (i1, i2):
    print(f"t = {t[i]:.1f} 1/E: dq = {g[i]:.4f}, dv = {dv[i]:.4f} E, "
          f"dv_s = {dvs[i] + 0.0:.4f} E")
    print(f"   dv_Hxc propagated {dv_hxc[i]:.4f} E, kernel {predicted[i]:.4f} E")
    print(f"   of which instantaneous {instant[i]:.4f} E, memory {memory[i]:.4f} E")
print(f"largest kernel error over all times: {err_kernel:.1e} E")
print(f"largest error without memory: {err_no_memory:.4f} E")
print(f"largest error of time-domain Dyson equation in dq: {err_dyson:.1e}")
print(f"ringing amplitude of dv after the pulse: {ring:.4f} E")
print(f"false precursor of symmetrised kernel: {precursor:.4f} E")
print(f"three-site matrix kernel, largest error: {err3:.1e} E")
print(f"soft-Coulomb atom, bond deficit at spacing 0.4 bohr: {coarse:.3e}")
print(f"soft-Coulomb atom, bond deficit at spacing 0.2 bohr: {fine:.3e}")
print(f"ratio of the two deficits: {coarse / fine:.3f}")
print("every check passed")
```

Running it gives:

```
Energy unit E = 2*hopping, hbar = 1, time unit 1/E
hopping, U, site-energy difference v: 0.5, 1.0, 1.0 E
ground-state q = (n1-n2)/2: -0.38768
KS site-energy difference v_s: 0.42058 E
interacting excitations W1, W2: 1.35690, 3.04892 E
weights a1, a2 of chi: 0.80055, 0.07057 E
sum of weights S (= minus hopping energy): 0.87112 E
KS excitation W_s: 1.08484 E
KS weight S_s: 0.92179 E
zero of chi, z: 2.94822 E
kernel coefficient c2: -0.06311 1/E
kernel coefficient c0: 1.53005 E
kernel coefficient M: 4.74914 E^3
memory amplitude M/z: 1.61085 E^2
static f_Hxc(0), formula: 0.98367 E
static f_Hxc(0), finite difference: 0.98367 E
Hartree kernel 2U: 2.00000 E
static f_xc(0): -1.01633 E
Dyson poles, full kernel: 1.35690, 3.04892 E
Dyson pole, kernel frozen at f(0): 1.44348 E
kick response at time 2/E, propagated: -0.24050
kick response at time 2/E, commutator formula: -0.24050
time-ordered chi at time -1/E: -0.28934 -0.05110 i
density pulse: duration 3.0 1/E, peak 1 (per unit amplitude)
t = 1.5 1/E: dq = 1.0000, dv = 2.7997 E, dv_s = 3.4819 E
   dv_Hxc propagated 0.6822 E, kernel 0.6822 E
   of which instantaneous 1.2532 E, memory -0.5710 E
t = 5.0 1/E: dq = 0.0000, dv = -0.6180 E, dv_s = -0.0000 E
   dv_Hxc propagated 0.6180 E, kernel 0.6180 E
   of which instantaneous 0.0000 E, memory 0.6180 E
largest kernel error over all times: 9.9e-06 E
largest error without memory: 0.9061 E
largest error of time-domain Dyson equation in dq: 1.2e-05
ringing amplitude of dv after the pulse: 0.7928 E
false precursor of symmetrised kernel: 0.3964 E
three-site matrix kernel, largest error: 7.4e-09 E
soft-Coulomb atom, bond deficit at spacing 0.4 bohr: 1.028e-03
soft-Coulomb atom, bond deficit at spacing 0.2 bohr: 2.521e-04
ratio of the two deficits: 4.077
every check passed
```
